# Energy transfer from a 30 keV helium ion to a resting electron: a numerical check

```python
# Result under test: an ion (mass M, kinetic energy E) hitting a free electron
# (mass m) at rest in an elastic collision transfers
#     T(theta) = 4 m M E cos(theta)^2 / (M + m)^2,
# theta = angle between the final electron velocity and the beam.
# The maximum, at theta = 0, is about 16.4 eV for He+ at 30 keV.
# V = ion speed, u = initial electron speed in the moving-electron case.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal

eV = const.e
c = const.c
m = const.m_e
m_alpha = const.physical_constants["alpha particle mass"][0]
M = m_alpha + m                      # He+; binding-energy mass dropped
E_eV = 30e3
E = E_eV * eV
V = np.sqrt(2 * E / M)


def transfer(energy, ion_mass, electron_mass, theta=0.0):
    return (4 * electron_mass * ion_mass * energy * np.cos(theta)**2
            / (ion_mass + electron_mass)**2)


T_max = transfer(E, M, m) / eV
print(f"Ion kinetic energy: {E_eV/1e3:.1f} keV")
print(f"He+ mass: {M:.6e} kg")
print(f"Electron mass: {m:.6e} kg")
print(f"Mass ratio M/m: {M/m:.3f}")
print(f"Ion speed V: {V:.5e} m/s")
print(f"Ion speed over c: {V/c:.5f}")
print(f"Maximum transfer T_max: {T_max:.4f} eV")
print(f"Maximum transfer T_max: {T_max*eV:.4e} J")
print(f"Fraction T_max/E: {T_max/E_eV:.4e}")
print(f"Light-electron estimate 4(m/M)E: {4*m/M*E_eV:.4f} eV")
print(f"Fastest electron speed: {2*V*M/(M+m):.5e} m/s")
for degrees in (30, 60):
    value = transfer(E, M, m, np.radians(degrees)) / eV
    print(f"Transfer at electron angle {degrees} deg: {value:.4f} eV")

# Two-body trajectories. Units: electron mass, ion speed V, force range.
# Model potential: strength * exp(-r^2).


def collide(mass_ratio, strength, offset):
    def motion(t, y):
        separation = y[2:4] - y[0:2]           # electron minus ion
        force = 2 * strength * separation * np.exp(-separation @ separation)
        return np.concatenate((y[4:8], -force / mass_ratio, force))
    start = [-8.0, 0.0, 0.0, offset, 1.0, 0.0, 0.0, 0.0]
    end = solve_ivp(motion, (0, 24), start, method="DOP853",
                    rtol=1e-11, atol=1e-12).y[:, -1]
    assert np.linalg.norm(end[2:4] - end[0:2]) > 6   # force has died out
    vx, vy = end[6:8]
    fraction = (vx**2 + vy**2) / mass_ratio
    return fraction, np.arctan2(vy, vx)


for label, strength, offset in (("repulsive", 2.0, 0.0),
                                ("repulsive", 2.0, 0.6),
                                ("attractive", -2.0, 0.6)):
    fraction, angle = collide(M / m, strength, offset)
    formula = transfer(1.0, M, m, angle)
    assert abs(fraction / formula - 1) < 1e-6
    assert fraction <= transfer(1.0, M, m) * (1 + 1e-6)
    if offset == 0:
        assert abs(fraction * E_eV / T_max - 1) < 1e-6
    print(f"Trajectory, {label}, offset {offset:.1f} force ranges: "
          f"angle {abs(np.degrees(angle)):.2f} deg, "
          f"transfer {fraction*E_eV:.4f} eV")
equal_fraction, _ = collide(1.0, 2.0, 0.0)
assert abs(equal_fraction - 1) < 1e-6
print(f"Trajectory, equal masses, head-on: T/E = {equal_fraction:.6f}")

# Relativistic closed form against direct solution of the conservation laws.
mp.mp.dps = 40
rest_e = mp.mpf(m * c**2 / eV)
rest_ion = mp.mpf(M * c**2 / eV)


def relativistic_formula(kinetic, theta):
    W = kinetic + rest_ion
    pc2 = (W**2 - rest_ion**2) * mp.cos(theta)**2
    return 2 * rest_e * pc2 / ((W + rest_e)**2 - pc2)


def relativistic_solution(kinetic, theta):
    W = kinetic + rest_ion
    P = mp.sqrt(W**2 - rest_ion**2)

    def energy_mismatch(p):                   # divided by p: drops root p = 0
        ion = mp.sqrt(P**2 - 2*P*p*mp.cos(theta) + p**2 + rest_ion**2)
        return (ion + mp.sqrt(p**2 + rest_e**2) - W - rest_e) / p
    guess = 2 * rest_e * P / rest_ion * mp.cos(theta)
    p = mp.findroot(energy_mismatch, (guess * 0.9, guess * 1.1))
    return mp.sqrt(p**2 + rest_e**2) - rest_e


for kinetic in (mp.mpf(30000), mp.mpf(10)**9):
    for theta in (mp.mpf(0), mp.mpf("0.7")):
        direct = relativistic_solution(kinetic, theta)
        assert abs(direct / relativistic_formula(kinetic, theta) - 1) < 1e-12
T_rel = relativistic_solution(mp.mpf(E_eV), mp.mpf(0))
shift_rel = float(T_rel - mp.mpf(T_max))
assert abs(shift_rel) < 1e-3
print(f"Relativistic change of T_max: {shift_rel:.2e} eV")

# Ion excitation: lowest two s levels of He+ by radial finite differences.
step = 0.005
r = step * np.arange(1, 4001)
levels = eigh_tridiagonal(1/step**2 - 2/r, np.full(r.size-1, -0.5/step**2),
                          select="i", select_range=(0, 1))[0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
excitation = (levels[1] - levels[0]) * hartree_eV
centre_speed = M * V / (M + m)
relative_energy = (E - 0.5 * (M + m) * centre_speed**2) / eV
assert abs(relative_energy / (E_eV * m / (M + m)) - 1) < 1e-8
assert relative_energy < excitation
print(f"Energy of relative motion: {relative_energy:.4f} eV")
print(f"First excitation energy of He+: {excitation:.2f} eV")

# Moving electron: scan initial direction and final direction.
K_initial = 5.0
u = np.sqrt(2 * K_initial * eV / m)
initial_angle = np.linspace(0, np.pi, 181)[:, None]
final_angle = np.linspace(0, 2*np.pi, 721)[None, :]
ux, uy = u*np.cos(initial_angle), u*np.sin(initial_angle)
Gx, Gy = (M*V + m*ux)/(M + m), m*uy/(M + m)
s = np.hypot(ux - Gx, uy - Gy)             # electron speed in CM frame
nx, ny = np.cos(final_angle), np.sin(final_angle)
gain = 0.5*m*((Gx + s*nx)**2 + (Gy + s*ny)**2 - u**2) / eV
ion_loss = (E - 0.5*M*((Gx - m/M*s*nx)**2 + (Gy - m/M*s*ny)**2)) / eV
assert np.max(np.abs(gain - ion_loss)) < 1e-6
best = np.unravel_index(np.argmax(gain), gain.shape)
assert best[0] == initial_angle.size - 1   # electron initially against beam
G = (M*V - m*u)/(M + m)
head_on = 2*m*G*(G + u) / eV
assert abs(gain.max() / head_on - 1) < 1e-9
heavy_limit = 2*m*V*(V + u) / eV
assert abs(heavy_limit / gain.max() - 1) < 1e-3
print(f"Round initial electron kinetic energy: {K_initial:.1f} eV")
print(f"Initial electron speed u: {u:.4e} m/s")
print(f"Largest energy gain of that electron: {gain.max():.3f} eV")
print(f"Heavy-ion formula for that gain: {heavy_limit:.3f} eV")
print(f"Largest gain over T_max: {gain.max()/T_max:.3f}")

# Sizes of the remaining neglected effects.
binding = 10.0
spread = 1.0
mass_shift = transfer(E, m_alpha, m)/eV - T_max
spread_shift = transfer((E_eV + spread)*eV, M, m)/eV - T_max
print(f"Change if alpha-particle mass is used: {mass_shift:.5f} eV")
print(f"Rough beam energy spread: {spread:.1f} eV")
print(f"Change of T_max from that spread: {spread_shift:.2e} eV")
print(f"Rough binding scale in an organic resist: {binding:.1f} eV")
print(f"Binding scale over T_max: {binding/T_max:.3f}")
print(f"T_max minus binding scale: {T_max-binding:.2f} eV")

assert abs(T_max - 16.4) < 0.05            # the value stated in the topic
print("ALL CHECKS PASSED")
```

Printed output:

```
Ion kinetic energy: 30.0 keV
He+ mass: 6.645568e-27 kg
Electron mass: 9.109384e-31 kg
Mass ratio M/m: 7295.300
Ion speed V: 1.20272e+06 m/s
Ion speed over c: 0.00401
Maximum transfer T_max: 16.4444 eV
Maximum transfer T_max: 2.6347e-18 J
Fraction T_max/E: 5.4815e-04
Light-electron estimate 4(m/M)E: 16.4489 eV
Fastest electron speed: 2.40511e+06 m/s
Transfer at electron angle 30 deg: 12.3333 eV
Transfer at electron angle 60 deg: 4.1111 eV
Trajectory, repulsive, offset 0.0 force ranges: angle 0.00 deg, transfer 16.4444 eV
Trajectory, repulsive, offset 0.6 force ranges: angle 36.75 deg, transfer 10.5583 eV
Trajectory, attractive, offset 0.6 force ranges: angle 67.88 deg, transfer 2.3316 eV
Trajectory, equal masses, head-on: T/E = 1.000000
Relativistic change of T_max: 6.61e-05 eV
Energy of relative motion: 4.1117 eV
First excitation energy of He+: 40.82 eV
Round initial electron kinetic energy: 5.0 eV
Initial electron speed u: 1.3262e+06 m/s
Largest energy gain of that electron: 34.572 eV
Heavy-ion formula for that gain: 34.587 eV
Largest gain over T_max: 2.102
Change if alpha-particle mass is used: 0.00225 eV
Rough beam energy spread: 1.0 eV
Change of T_max from that spread: 5.48e-04 eV
Rough binding scale in an organic resist: 10.0 eV
Binding scale over T_max: 0.608
T_max minus binding scale: 6.44 eV
ALL CHECKS PASSED
```
